# Why equal-mass ion-ion plasmas need no sheath at a floating wall

## Definitions and the model

Consider a plasma of singly charged positive and negative ions, without electrons. Both species have temperature \(T\) and bulk density \(n_0\). Their masses are \(m_l\) for the lighter and \(m_h\) for the heavier ion; in the symmetric case both equal \(m\). A flat wall absorbs every ion that reaches it and emits nothing. It floats: no external circuit supplies or removes charge, so in the steady state the electric current to it is zero.

The coordinate \(x\) runs from the plasma toward the wall. The plane \(x=0\) lies one mean free path \(d\) in front of the wall. In the model, ions enter the layer \(0<x<d\) from a Maxwellian distribution and move through it without collisions. This is a strong simplification, discussed at the end. Ions turned back through \(x=0\) rejoin the bulk.

Let \(s=+1\) if the lighter ion is positive and \(s=-1\) if it is negative. With \(\phi\) the electric potential, set to zero at \(x=0\), define

\[
\psi(x)=\frac{s e\phi(x)}{kT}.
\]

This is the potential energy of the lighter ion in units of \(kT\); that of the heavier ion is \(-\psi\). The wall value is \(\psi_w\). The potential is first taken to be monotonic in the layer.

## Equal masses: absorption without charge separation

The velocity distribution of ions entering at \(x=0\), for \(v>0\), is

\[
f(0,v)=n_0\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.
\]

The number crossing unit area per unit time follows by weighting each ion with its velocity. Since \(\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m\),

\[
\Gamma=\int_0^\infty v f(0,v)\,dv
=n_0\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=n_0\sqrt{\frac{kT}{2\pi m}} .
\]

Equal densities, temperatures and masses give equal fluxes. An uncharged wall therefore receives as much positive as negative charge and stays uncharged.

Zero current is not yet enough: the space in front of the wall must also be neutral. Without a field, the layer contains the ions moving toward the wall and none moving back. The density of each species is half of the full Maxwellian density:

\[
n_+=n_-=\int_0^\infty f(0,v)\,dv=\frac{n_0}{2}.
\]

The wall does disturb the plasma, but it removes the same number of ions of either sign. The charge density vanishes, Poisson's equation is satisfied by zero field, and \(\psi=0\) is a complete solution for any layer thickness.

To see whether another monotonic solution exists, give the wall a potential \(\psi_w>0\), which repels the species whose energy is \(+\psi\). An ion of that species arrives only if \(mv^2/2>kT\psi_w\) at \(x=0\). Its flux is

\[
\int_{\sqrt{2kT\psi_w/m}}^\infty v f(0,v)\,dv
=\Gamma e^{-\psi_w},
\]

because the antiderivative of \(v e^{-mv^2/2kT}\) is \(-(kT/m)e^{-mv^2/2kT}\). The flux of the attracted species remains \(\Gamma\). Attraction speeds these ions up but cannot increase their number, since in this plane geometry every one that enters was already going to arrive. The net flux of the first species over the second is

\[
\Gamma\left(e^{-\psi_w}-1\right)<0 .
\]

For \(\psi_w<0\) the roles are exchanged and the net flux is \(\Gamma(1-e^{\psi_w})>0\). Stray wall charge of either sign thus attracts a surplus of the opposite charge, as long as it changes slowly compared with the crossing time. The current vanishes at \(\psi_w=0\) alone, and a monotonic potential with equal end values is constant. No sheath is needed because there is no unequal flux for it to correct.

## Unequal masses: the lighter ion charges the wall

Now let \(m_h>m_l\), with equal densities and temperatures as before. At an uncharged wall the fluxes are

\[
\Gamma_l=n_0\sqrt{\frac{kT}{2\pi m_l}},\qquad
\Gamma_h=n_0\sqrt{\frac{kT}{2\pi m_h}},\qquad
\frac{\Gamma_l}{\Gamma_h}=\sqrt{\frac{m_h}{m_l}}>1 .
\]

At equal temperature the lighter ions are faster. They deliver more charge, and the wall acquires their sign. The resulting field repels light ions and attracts heavy ones. The light flux falls to \(\Gamma_l e^{-\psi_w}\), while the heavy flux stays at \(\Gamma_h\). Charging ends when

\[
\Gamma_l e^{-\psi_w}=\Gamma_h
\quad\Longrightarrow\quad
e^{\psi_w}=\sqrt{\frac{m_h}{m_l}}
\quad\Longrightarrow\quad
\psi_w=\frac12\ln\frac{m_h}{m_l}.
\]

Since \(1/s=s\), the electric potential is

\[
\phi_w=s\,\frac{kT}{2e}\ln\frac{m_h}{m_l}.
\]

The wall is negative if the negative ion is lighter, and positive if the positive ion is lighter. For a small difference, \(m_h=m_l(1+\varepsilon)\), the logarithm gives \(\psi_w\approx\varepsilon/2\), provided that the potential is still monotonic. As shown below, this requires an ever thinner layer as the masses approach each other.

The familiar electron-ion plasma lies at the other end. If electrons replace the negative ions beside Br⁺, at the same temperature, then \(\psi_w=\tfrac12\ln(m_{\rm Br}/m_e)=5.945\). At 300 K this is \(-154\) mV. Electrons in a burning discharge are usually much hotter than the ions, so this number isolates the effect of mass and does not describe such a discharge. It is also not the standard sheath result. There the ions enter at the Bohm speed rather than with their one-way thermal flux, and for cold ions the drop from the sheath edge is \(\tfrac12\ln(m_{\rm Br}/2\pi m_e)=5.03\) in units of \(kT_e\).

## Where the potential drop sits

Flux balance fixes the end value of \(\psi\). Its shape requires the densities. Without collisions \(f\) is constant along an ion's path, and the ion's energy is conserved. For light ions this gives

\[
f_l(x,v)=n_0\sqrt{\frac{m_l}{2\pi kT}}\;
e^{-m_lv^2/2kT-\psi}.
\]

All positive velocities occur. Negative velocities belong to ions turned back before the wall, so they satisfy \(m_lv^2/2kT<\psi_w-\psi\). With \(u=|v|\sqrt{m_l/2kT}\),

\[
\begin{aligned}
n_l&=\frac{n_0e^{-\psi}}{\sqrt\pi}
\left[\int_0^\infty e^{-u^2}du+\int_0^{\sqrt{\psi_w-\psi}}e^{-u^2}du\right]\\
&=\frac{n_0}{2}e^{-\psi}\left[1+\operatorname{erf}\sqrt{\psi_w-\psi}\right].
\end{aligned}
\]

Heavy ions have gained energy \(kT\psi\), so the exponent contains \(+\psi\). Even one that started at rest has \(m_hv^2/2kT=\psi\), and slower ones are absent. None return. Hence

\[
n_h=\frac{n_0e^{\psi}}{\sqrt\pi}\int_{\sqrt\psi}^\infty e^{-u^2}du
=\frac{n_0}{2}e^\psi\operatorname{erfc}\sqrt\psi .
\]

For \(\psi=\psi_w=0\) both densities return to \(n_0/2\).

The charge density is \(se(n_l-n_h)\). Multiplying Poisson's equation, \(\phi''=-se(n_l-n_h)/\varepsilon_0\), by \(se/kT\) and using \(s^2=1\) gives

\[
\frac{d^2\psi}{d\xi^2}=-\frac{n_l-n_h}{n_0},\qquad
\xi=\frac{x}{\lambda},\qquad
\lambda=\sqrt{\frac{\varepsilon_0kT}{n_0e^2}} .
\]

Here \(\lambda\) is the Debye length built from one species. Returning light ions add to the light density, while acceleration thins out the heavy ions. For a mass ratio of two, the resulting charge bends the potential so that it rises more steeply near the plane than near the wall.

For a mass ratio of two, this bending limits the thickness of a monotonic layer. Write \(\rho=(n_l-n_h)/n_0\) and \(\psi'=d\psi/d\xi\). Since \(\psi''=d(\psi'^2/2)/d\psi=-\rho\), integration from \(\psi\) to \(\psi_w\) gives

\[
\frac12\psi'^2=\frac12\psi_w'^2+\int_\psi^{\psi_w}\rho(\eta)\,d\eta .
\]

The thickness is \(\int_0^{\psi_w}d\psi/\psi'\). For a mass ratio of two, \(\rho\) is positive throughout the layer, so the wall slope \(\psi_w'\) can fall to zero. The thickness is then greatest, because any larger slope increases \(\psi'\) throughout. (At a ratio of eight \(\rho\) is negative near the wall, the slope there cannot reach zero, and the next formula does not apply. The slope can instead become arbitrarily small where \(\rho\) changes sign, so the thickness of a monotonic layer then has no upper limit.) Thus

\[
\frac{d_{\max}}{\lambda}=\int_0^{\psi_w}
\frac{d\psi}{\sqrt{2\int_\psi^{\psi_w}\rho(\eta)\,d\eta}} .
\]

For \(m_h/m_l=2\) the result is \(d_{\max}=2.2\lambda\). The limit shrinks as the masses approach each other: it is \(0.92\lambda\) at a ratio of 1.1 and \(0.47\lambda\) at 1.01. At exactly equal masses the zero-field solution remains available for any thickness.

In a thicker layer the potential may have an interior crest \(\psi_{\max}\ge0\) or a dip \(\psi_{\min}\le0\). Light ions must pass the crest, and heavy ions face a barrier \(-\psi_{\min}\). Steady flux balance becomes

\[
\Gamma_l e^{-\psi_{\max}}=\Gamma_h e^{\psi_{\min}}
\quad\Longrightarrow\quad
\psi_{\max}+\psi_{\min}=\frac12\ln\frac{m_h}{m_l}.
\]

The light ions still meet a barrier of at least \(\tfrac12\ln(m_h/m_l)\), but its top need not be at the wall. The simple wall formula therefore belongs to the monotonic layer.

## A bromine afterglow

Take bromine gas at 0.5 Torr and 300 K, with \(10^9\) cm⁻³ of each ion and a rough ion-molecule cross-section of \(2\times10^{-14}\) cm². If the gas molecules are treated as at rest, the mean free path is \(d=31.1\) µm. With \(\lambda=37.8\) µm this gives \(d/\lambda=0.82\), below the limit of 2.2. The thermal motion of the molecules would shorten the path by roughly 20 to 30%, which keeps the layer below that limit.

Br⁺ and Br⁻ have equal masses apart from two electron masses, which are neglected here. Their predicted wall potential is then zero. Strictly, this tiny difference lowers the monotonic limit to \(0.09\lambda\), below the layer thickness, so the simple wall formula does not cover it. The flux imbalance it causes corresponds to a barrier of only \(7\times10^{-6}\,kT\), about 0.2 µV. In bromine gas, however, Br⁺ can take an electron from a Br₂ molecule and leave Br₂⁺. If the positive ion is Br₂⁺, the mass ratio is two. The one-way fluxes are then \(7.05\times10^{12}\) cm⁻² s⁻¹ for Br⁻ and \(7.05\times10^{12}/\sqrt2=4.98\times10^{12}\) cm⁻² s⁻¹ for Br₂⁺. With \(kT/e=25.85\) mV,

\[
\psi_w=\tfrac12\ln2=0.347,\qquad
\phi_w=-0.3466\times25.85\ \text{mV}=-8.96\ \text{mV}.
\]

The mean field in the layer is \(8.96\ \text{mV}/31.1\ \mu\text{m}=2.9\) V/cm. At the wall it is smaller, 2.3 V/cm, as the bending requires. Halfway across, \(\psi\) has reached 0.195, more than half of 0.347.

If there is no field behind the wall surface, Gauss's law gives a wall charge of size \(\varepsilon_0|E|=0.204\) pC/cm². The flux difference at an uncharged wall carries 0.331 µA/cm². Dividing charge by current gives 0.62 µs as the scale of the charging time; the actual approach is slower toward its end because the current decreases. In the numerical output, the initial current of 330.768 is labelled µA/cm², but its correct unit is nA/cm².

The flux argument presumes a steady state. A particle calculation tested whether the layer reaches it. It began with an empty layer of thickness \(0.82\lambda\) and an uncharged wall, injected both species at their Maxwellian fluxes, and let the absorbed charge set the field. After the initial transient, the mean wall energies for mass ratios 1, 2 and 8 were 0.000, 0.348 and 1.041 \(kT\). The formula gives 0, 0.347 and 1.040 \(kT\). For equal masses the mean density of each species was \(0.500n_0\). For ratio two, the local densities differed from the derived expressions by at most \(0.004n_0\).

## What a real plasma changes

The chosen values lie in a rough regime for the afterglow of a pulsed halogen plasma, but the pressure is high for many etching reactors, which often run at tens of mTorr or less. At 50 mTorr, with the other inputs held fixed, the mean free path is ten times longer and \(d/\lambda\) is about 8. The monotonic solution for ratio two then no longer exists, and \(-8.96\) mV should not be taken as the wall potential. The same limit is passed at 0.5 Torr when the density of each ion exceeds about \(7\times10^9\) cm⁻³, because \(\lambda\) shrinks as the density rises.

The ion pair is itself an assumption. Heavier molecular ions such as Br₃⁻ can form in bromine gas. If the pair were Br₂⁺ and Br₃⁻, the positive ion would be the lighter one, and the same formula would give a positive wall, \(+\tfrac12\ln(3/2)\times25.85\ \text{mV}=+5.2\) mV.

The result is sensitive to residual electrons. Let both ion masses be \(m\), and let electrons at the same temperature carry a fraction \(\delta\) of the negative charge. Both negative species face the same barrier, so

\[
\left[(1-\delta)+\delta\sqrt{\frac{m}{m_e}}\right]e^{-\psi_w}=1,
\qquad
\psi_w=\ln\left[1-\delta+\delta\sqrt{\frac{m}{m_e}}\right].
\]

For Br⁺ and Br⁻, \(\delta=1.1\times10^{-3}\) produces the same \(-8.96\) mV as replacing Br⁺ by Br₂⁺. About one electron per thousand negative charges thus shifts the wall potential as much as the change of ion pair does. The potential alone cannot tell the pairs apart unless the electron fraction is known this closely. If both plasmas contain the same electron fraction, the difference of 8.96 mV between them remains.

Unequal temperatures also break the symmetry. For equal masses and \(T_->T_+\), the balance \(\sqrt{T_-}\,e^{-e|\phi_w|/kT_-}=\sqrt{T_+}\) gives

\[
e|\phi_w|=\frac{kT_-}{2}\ln\frac{T_-}{T_+},
\]

with a negative wall. Negative ions hotter by 10% produce 1.4 mV. This formula also needs a monotonic layer. With \(\lambda\) taken at \(T_+\), the greatest thickness is \(0.95\lambda\) for a 10% difference, just above the \(0.82\lambda\) of the example, and \(0.76\lambda\) for a 5% difference, below it.

A further potential can arise in the collisional bulk, outside the layer. Ions diffusing toward the wall with coefficients \(D_l\) and \(D_h\) must carry equal fluxes:

\[
-D_l(n'+n\psi')=-D_h(n'-n\psi')
\quad\Longrightarrow\quad
\psi'=-\frac{D_l-D_h}{D_l+D_h}\,\frac{n'}{n}.
\]

Here primes denote \(d/dx\). As the density falls from \(n_a\) to \(n_b\), \(\psi\) rises by \([(D_l-D_h)/(D_l+D_h)]\ln(n_a/n_b)\). If polarization forces govern the collisions with Br₂, \(D\) varies as the inverse square root of the reduced mass. In units of the Br mass, the reduced masses are \(2/3\) for Br⁻ and 1 for Br₂⁺, so \(D_l/D_h=\sqrt{3/2}=1.22\). Each tenfold fall in density then adds 6.0 mV to the size of the negative potential measured from deeper in the plasma. This is comparable with the drop in the layer. Br₂⁺ can also exchange charge with Br₂, which slows its diffusion. If this halved \(D_h\), the drop would be 25 mV for each tenfold fall. Recombination inside the layer is negligible by contrast: a rough coefficient of \(10^{-7}\) cm³/s gives a chance of about \(10^{-5}\) per crossing.

The sharp plane is itself an idealization. Many ions cross the layer obliquely, on paths longer than \(d\). Without a field, and with \(\mu\) the cosine of the angle to the wall normal, the fraction that crosses freely is only \(2\int_0^1\mu e^{-1/\mu}d\mu=0.22\). This value assumes a fixed free path with the molecules at rest; polarization collisions with moving molecules at a similar cross-section lower it to roughly 0.15. Most ions therefore collide in the layer, and absorption distorts the velocity distribution on the bulk side too. For unequal masses, moreover, the returning light ions leave a charge imbalance at \(x=0\). In the Br₂⁺ example the field is also strongest there, 3.7 V/cm, and a real bulk plasma would respond to both. Continued over one Debye length, that field alone would give 14 mV. The corrections can therefore be as large as the 8.96 mV itself, and they have not been calculated here. The value belongs to the model and is not a prediction for a measured wall potential.

The equal-mass result is sturdier. Suppose that the two species also have the same sources and the same collisions with the gas, and that the wall absorbs both equally. With zero field they then obey identical equations, so their densities and fluxes remain equal however strongly the wall depletes them. Zero field is still a solution. Br⁺ and Br⁻ in bromine gas do not strictly meet the condition of equal collisions, since Br⁺ can take an electron from Br₂. A mass difference also removes this symmetry, and at equal densities and temperatures the first surplus of charge to reach the wall is that of the lighter, faster ion.

## Numbers as computed

```
Temperature: 300 K
Thermal energy: 25.85 meV
Gas pressure: 0.50 Torr
Density of each ion: 1.0e+09 cm^-3
Rough collision cross-section: 2.0e-14 cm^2
Bromine atomic mass: 79.904 u
Mass ratio Br2+/Br-: 2.0
Layer thickness, one free path: 31.1 um
Debye length from one species: 37.8 um
Layer thickness / Debye length: 0.822
Greatest monotonic thickness / Debye length: 2.206
Br- one-way flux: 7.049e+12 cm^-2 s^-1
Br2+ one-way flux: 4.984e+12 cm^-2 s^-1
Br2+/Br- wall energy: 0.3466 kT
Br2+/Br- wall potential: -8.96 mV
Mass ratio 1, formula: 0.0000 kT
Mass ratio 1, simulation: 0.0000 kT
  estimated sampling error: 0.0001 kT
Mass ratio 2, formula: 0.3466 kT
Mass ratio 2, simulation: 0.3477 kT
  estimated sampling error: 0.0007 kT
Mass ratio 8, formula: 1.0397 kT
Mass ratio 8, simulation: 1.0408 kT
  estimated sampling error: 0.0019 kT
Equal masses, simulated light density: 0.500 n0
Equal masses, simulated heavy density: 0.500 n0
Ratio 2, largest density difference: 0.0038 n0
Potential energy at mid-layer: 0.1950 kT
Electric field size at wall: 2.30 V/cm
Wall charge size: 0.204 pC/cm^2
Initial net current size: 330.768 uA/cm^2
Wall charge / initial current: 0.616 us
Br+ with electrons at same T, wall energy: 5.945 kT
Same case, wall potential: -153.7 mV
Electron fraction mimicking ratio 2: 1.088e-03
Shift for 10% hotter negative ions: 1.36 mV
Bulk diffusivity ratio Br-/Br2+: 1.225
Bulk drop per tenfold density fall: 6.01 mV
Rough recombination coefficient: 1.0e-07 cm^3/s
Recombination chance in layer: 8.79e-06
```
